# Spin-orbit correction to the germanium valence edge and p-type Schottky barrier: a numerical check

```python
# Result under test: spin-orbit coupling raises a cubic, p-like valence
# edge by Delta/3 above its scalar-relativistic energy E_av (set to zero).
# Delta: quartet-doublet splitting; lam = 2*Delta/3 multiplies L.S/hbar^2.
# L and S below are in units of hbar; all model energies are in eV.
# Limits tested: remote-band coupling, tetragonal strain, reversed order.
import itertools
import numpy as np
import sympy as sp
from scipy.constants import e as elementary_charge

# Orbital angular momentum from -i r x grad acting on x, y, z.
coords = sp.symbols("x y z", real=True)
L = []
for k in range(3):
    a, b = (k + 1) % 3, (k + 2) % 3
    matrix = np.zeros((3, 3), dtype=complex)
    for col, orbital in enumerate(coords):
        image = -sp.I * (coords[a] * sp.diff(orbital, coords[b])
                         - coords[b] * sp.diff(orbital, coords[a]))
        for row in range(3):
            matrix[row, col] = complex(sp.diff(image, coords[row]))
    L.append(matrix)

sigma = [np.array([[0, 1], [1, 0]], dtype=complex),
         np.array([[0, -1j], [1j, 0]], dtype=complex),
         np.array([[1, 0], [0, -1]], dtype=complex)]
LS = sum(np.kron(L[i], sigma[i] / 2) for i in range(3))
assert np.allclose(L[0] @ L[1] - L[1] @ L[0], 1j * L[2])

# Symmetry: average a random time-reversal-even spin-orbit operator
# over the 24 operations of the tetrahedral group.
rng = np.random.default_rng(3)
raw = []
for i in range(3):
    r = rng.normal(size=(3, 3))
    raw.append(1j * (r - r.T))
averaged = [np.zeros((3, 3), dtype=complex) for _ in range(3)]
count = 0
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((-1, 1), repeat=3):
        if np.prod(signs) != 1:
            continue
        R = np.diag(signs) @ np.eye(3)[list(perm)]
        det = round(np.linalg.det(R))
        count += 1
        for i in range(3):
            for j in range(3):
                averaged[i] += det * R[i, j] * (R @ raw[j] @ R.T)
assert count == 24
averaged = [h / count for h in averaged]
c = sum(np.trace(raw[i] @ L[i]).real for i in range(3)) / 6
assert abs(c) > 1e-3
for i in range(3):
    assert np.allclose(averaged[i], c * L[i], atol=1e-12)
raw_levels = np.linalg.eigvalsh(
    sum(np.kron(raw[i], sigma[i]) for i in range(3)))
doublets = raw_levels[::2]
assert np.allclose(doublets, raw_levels[1::2])
assert np.min(np.diff(doublets)) > 1e-3

# Germanium: the splitting is the given input.
delta = 0.29
lam = 2 * delta / 3
levels = np.linalg.eigvalsh(lam * LS)
doublet, quartet = levels[0], levels[-1]
assert np.allclose(levels[:2], -2 * delta / 3)
assert np.allclose(levels[2:], delta / 3)
assert np.isclose(quartet - doublet, delta)
assert abs(np.mean(levels)) < 1e-12
assert abs(quartet - 0.097) < 0.0005
reversed_top = np.linalg.eigvalsh(-lam * LS)[-1]
assert np.isclose(reversed_top, 2 * delta / 3)

# Barrier at fixed potential lineup and fixed metal Fermi level.
barrier_sr = 0.30
fermi = barrier_sr
barrier_so = fermi - quartet
assert np.isclose(barrier_so, barrier_sr - delta / 3)

# Remote triplet coupled by spin-orbit interaction.
remote_energy = 10.0
delta_remote = 0.29
coupling = 2 * delta_remote / 3 * LS
big = np.block([[lam * LS, coupling],
                [coupling, remote_energy * np.eye(6)]])
low = np.linalg.eigvalsh(big)[:6]
observed = low[-1] - low[0]
remote_correction = low[-1] - observed / 3
remote_formula = -2 * delta_remote**2 / (9 * remote_energy)
# Third-order terms are a few times 1e-5 eV for these parameters.
assert abs(remote_correction - remote_formula) < 5e-5

# Tetragonal strain with zero mean orbital energy.
def edge_rise(z_above_xy):
    orbital = np.diag([-z_above_xy / 3, -z_above_xy / 3,
                       2 * z_above_xy / 3])
    strained = np.kron(orbital, np.eye(2)) + lam * LS
    return np.linalg.eigvalsh(strained)[-1] - np.max(np.diag(orbital))

def z_top_formula(t):
    root = np.sqrt((t + delta / 3)**2 + 8 * delta**2 / 9)
    return -t / 2 - delta / 6 + root / 2

strain = 0.10
rise_xy = edge_rise(-strain)
rise_z = edge_rise(strain)
assert np.isclose(rise_xy, delta / 3)
for t in (0.0, 0.03, strain, 0.5, 10.0):
    assert np.isclose(edge_rise(t), z_top_formula(t), atol=1e-12)
singlet_gap = 10.0
singlet_shift = edge_rise(singlet_gap)
singlet_limit = 2 * delta**2 / (9 * singlet_gap)
# The next term is smaller by a factor of order delta/singlet_gap.
assert abs(singlet_shift / singlet_limit - 1) < 0.03

print(f"Given Ge spin-orbit splitting Delta: {delta:.2f} eV")
print(f"Coupling energy lambda: {lam:.4f} eV")
print(f"Quartet shift from scalar-relativistic edge: {quartet:.4f} eV")
print(f"Doublet shift from scalar-relativistic edge: {doublet:.4f} eV")
print(f"Weighted mean of six shifts: {abs(np.mean(levels)):.4f} eV")
print(f"Midpoint of the two levels: {(quartet + doublet)/2:.4f} eV")
print(f"Valence-edge rise: {quartet:.3f} eV")
print(f"Valence-edge rise: {quartet * elementary_charge:.3e} J")
print(f"Edge rise if level order were reversed: {reversed_top:.4f} eV")
print(f"Chosen scalar-relativistic p-barrier: {barrier_sr:.3f} eV")
print(f"p-barrier with spin-orbit coupling: {barrier_so:.3f} eV")
print(f"Chosen remote-triplet energy: {remote_energy:.1f} eV")
print(f"Chosen remote coupling delta-prime: {delta_remote:.2f} eV")
print(f"Full splitting with remote triplet: {observed:.5f} eV")
print(f"Edge rise with remote triplet: {low[-1]:.5f} eV")
print(f"Correction to Delta/3, diagonalized: {remote_correction:.5f} eV")
print(f"Correction to Delta/3, second order: {remote_formula:.5f} eV")
print(f"Chosen strain splitting: {strain:.2f} eV")
print(f"Edge rise, x-y pair on top: {rise_xy:.4f} eV")
print(f"Edge rise, z orbital on top: {rise_z:.4f} eV")
print(f"Chosen large singlet separation: {singlet_gap:.1f} eV")
print(f"Singlet shift, diagonalized: {singlet_shift:.5f} eV")
print(f"Singlet shift, large-separation limit: {singlet_limit:.5f} eV")
print("all assertions hold")
```

Output:

```
Given Ge spin-orbit splitting Delta: 0.29 eV
Coupling energy lambda: 0.1933 eV
Quartet shift from scalar-relativistic edge: 0.0967 eV
Doublet shift from scalar-relativistic edge: -0.1933 eV
Weighted mean of six shifts: 0.0000 eV
Midpoint of the two levels: -0.0483 eV
Valence-edge rise: 0.097 eV
Valence-edge rise: 1.549e-20 J
Edge rise if level order were reversed: 0.1933 eV
Chosen scalar-relativistic p-barrier: 0.300 eV
p-barrier with spin-orbit coupling: 0.203 eV
Chosen remote-triplet energy: 10.0 eV
Chosen remote coupling delta-prime: 0.29 eV
Full splitting with remote triplet: 0.29272 eV
Edge rise with remote triplet: 0.09572 eV
Correction to Delta/3, diagonalized: -0.00185 eV
Correction to Delta/3, second order: -0.00187 eV
Chosen strain splitting: 0.10 eV
Edge rise, x-y pair on top: 0.0967 eV
Edge rise, z orbital on top: 0.0701 eV
Chosen large singlet separation: 10.0 eV
Singlet shift, diagonalized: 0.00185 eV
Singlet shift, large-separation limit: 0.00187 eV
all assertions hold
```
